# Low-temperature thermoelectric figure of merit of a spin-split superconducting tunnel junction, part 2

A normal electrode N is joined by a tunnel barrier to a superconductor S with gap $\Delta$ and spin splitting $h$, an energy with $0<h<\Delta$. The ideal model has no states inside the gap, conserves spin in S, and neglects Andreev reflection, phonons and other parasitic heat channels. With $h$ fixed, its thermoelectric figure of merit obeys

$$zT\;\longrightarrow\;\frac{P^2}{1-P^2}\qquad (T\to0). \tag{1}$$

Energies $E$ are measured from the chemical potential of S, which is at temperature $T$. N is at $T+\Delta T$, with its chemical potential raised by $eV$, $e>0$. The Fermi functions are $f_N$ and $f_S$; $f(E)=1/(e^{E/k_BT}+1)$ and $f'=df/dE$. The current $I$ is $e$ times the particle flow from N to S, and $Q$ is the heat leaving N per unit time:

$$I=\frac1e\sum_\sigma G_\sigma\int dE\,N_\sigma(f_N-f_S),$$

$$Q=\frac1{e^2}\sum_\sigma G_\sigma\int dE\,(E-eV)N_\sigma(f_N-f_S). \tag{9}$$

Here $\sigma=\pm1$ is the spin, $G_\sigma=\frac{G_T}{2}(1+\sigma P)$, $G_T$ is the normal-state tunnel conductance and $P$ its spin polarization. The density of states relative to its normal value is $N_\sigma(E)=N_{\rm BCS}(x)$, where $x=E+\sigma h$ and $N_{\rm BCS}(x)=|x|/\sqrt{x^2-\Delta^2}$ for $|x|>\Delta$, zero otherwise. For normal-state energy $\xi$, $E_\xi=\sqrt{\xi^2+\Delta^2}$. With $N_0=(N_++N_-)/2$ and $N_z=(N_+-N_-)/2$,

$$M_0=\int N_0(-f')dE,\quad M_1=\int E N_z(-f')dE,\quad M_2=\int E^2N_0(-f')dE, \tag{10}$$

The conductance is $G=G_TM_0$, the thermoelectric coefficient $\alpha=PG_TM_1/e$ and the heat coefficient $K=G_TM_2/e^2$. The open-circuit thermal conductance is $(K-\alpha^2/G)/T$, and $zT$ is $\alpha^2/(GT)$ divided by it. With $v=M_0M_2/M_1^2-1\ge0$,

$$zT=\frac{P^2}{1-P^2+v}. \tag{12}$$

For $\delta=\Delta T/T$, the maximum efficiency $\eta_{\max}$ satisfies

$$\frac{\eta_{\max}}{\delta}=\frac{\sqrt{1+zT}-1}{\sqrt{1+zT}+1}. \tag{15}$$

The edges nearest zero energy lie at $+E_1$ (the upper edge, spin up) and $-E_1$ (spin down), with $E_1=\Delta-h$; $\varepsilon=|E|-E_1$ is the energy beyond an edge. As $T\to0$ these edges dominate, $v\to0$, and the thermopower $\alpha/(GT)$ tends to the edge formula $P(\Delta-h)/(eT)$.

### How the limit is approached

Two corrections show what the limit requires: one from the thermal spread within an edge, the other from the opposite-spin edges. Within one edge, $\varepsilon$ has the weight $\varepsilon^{-1/2}e^{-\varepsilon/k_BT}$. Its mean is $k_BT/2$ and its mean square is $3(k_BT)^2/4$. The variance is $(k_BT)^2/2$, which contributes $(k_BT)^2/(2E_1^2)$ to $v$.

The second correction comes from the edges at $\pm E_2$, where $E_2=\Delta+h$. They have the same form of density as the lower ones but belong to the opposite spins. Their relative thermal weight is $q=e^{-2h/k_BT}$. With $\rho=E_2/E_1$,

$$M_0\propto1+q,\qquad M_1\propto E_1(1-q\rho),\qquad M_2\propto E_1^2(1+q\rho^2).$$

To first order in $q$, $M_0M_2/M_1^2-1=q(1+\rho^2+2\rho)=q(1+\rho)^2$. Since $1+\rho=2\Delta/E_1$, the two corrections together give

$$v\approx\frac{(k_BT)^2}{2(\Delta-h)^2}+\frac{4\Delta^2}{(\Delta-h)^2}e^{-2h/k_BT}. \tag{17}$$

At fixed $h$ the second term becomes exponentially small as $T\to0$, and omitted terms in higher powers of $k_BT$ then exceed it. It is kept because it dominates when $h$ is small. The limit thus needs $k_BT\ll2h$ as well as $k_BT\ll\Delta-h$. If $h\to0$ at fixed $T$, the spins become equivalent and $zT\to0$.

At $P=1$ equation (12) gives $zT=1/v$, which is finite for $T>0$ and diverges as $T\to0$. Formula (1) can serve at finite temperature only when $v\ll1-P^2$.

### Stability of the superconducting state

The splitting must not destroy superconductivity. Let $N_F$ be the normal density of states per spin, $\omega_c$ the pairing cutoff and $\lambda$ the dimensionless pairing strength. At $T=0$ the energy of S relative to the unsplit normal state is

$$W=2N_F\int_0^{\omega_c}(\xi-E_\xi)d\xi+\frac{N_F\Delta^2}{\lambda},\qquad \frac1\lambda=\int_0^{\omega_c}\frac{d\xi}{E_\xi}={\rm arsinh}\frac{\omega_c}{\Delta}.$$

The integral of $E_\xi$ is $\frac12[\omega_c\sqrt{\omega_c^2+\Delta^2}+\Delta^2{\rm arsinh}(\omega_c/\Delta)]$. For $\omega_c\gg\Delta$ the first product is $\omega_c^2+\Delta^2/2$. The inverse hyperbolic terms cancel in $W$, leaving $W=-N_F\Delta^2/2$.

A normal metal lowers its energy by $N_Fh^2$ when its two spin bands are split by $\mp h$. For $h<\Delta$ the superconductor has no spin polarization at $T=0$ and gains nothing from the splitting. It is the stable state when

$$h<\frac{\Delta}{\sqrt2}. \tag{18}$$

Between this value and $\Delta$ the derivation of (1) applies at best to a metastable state.

### A thin-film junction in numbers

Take round, rough values for a thin-film junction with a ferromagnetic-insulator spin filter: $\Delta=0.20$ meV, $h=0.08$ meV, $P=0.80$, $T=0.20$ K and $G_T=1$ mS. The ratio $h/\Delta=0.40$ satisfies (18). The thermal energy is $0.01723$ meV, so $\Delta-h=0.12$ meV is $6.96\,k_BT$ and $2h$ is $9.28\,k_BT$.

The integrals are $M_0=4.163\times10^{-3}$, $M_1=5.375\times10^{-4}$ meV and $M_2=7.015\times10^{-5}$ meV$^2$. They give

$$G=4.163\ \mu{\rm S},\qquad \alpha=0.80\times(1\ {\rm mS})\times(5.375\times10^{-7}\ {\rm V})=0.430\ {\rm nA},$$

and $K=0.0701$ pW. The thermopower is $\alpha/(GT)=516$ µV/K, while the edge formula gives $480$ µV/K. Adding the mean thermal energy $k_BT/2$ to $\Delta-h$ raises the estimate to about $514$ µV/K and accounts for most of the difference.

The value of $v$ is $0.0109$, compared with $0.0113$ from (17). Hence

$$zT=\frac{0.640}{0.360+0.0109}=1.73,$$

about 3% below the limit $0.64/0.36=1.78$. Equation (15) gives a maximum efficiency of $0.246$ of the Carnot value. Linear response requires $E_1\Delta T/(k_BT^2)\ll1$, so $\Delta T$ must be well below $T/7$, or about 29 mK. The efficiency $0.246$ is the limit of vanishing $\Delta T$; relative to the exact Carnot value $\Delta T/(T+\Delta T)$, the full currents (9) give about $0.24$ at $\Delta T=3$ mK and $0.22$ at 10 mK.

### States inside the gap reverse the low-temperature trend

A finite lifetime is often modelled by replacing $x$ with $x+i\Gamma$ in the superconducting density. For $|x|<\Delta$ and small $\Gamma$, expansion of ${\rm Re}[(x+i\Gamma)/\sqrt{(x+i\Gamma)^2-\Delta^2}]$ gives

$$n(x)=\frac{\Gamma\Delta^2}{(\Delta^2-x^2)^{3/2}}. \tag{19}$$

As $T\to0$ this small density outweighs the exponentially small edge contribution. Near $E=0$, $N_0\approx n(h)$ and $N_z\approx E\,n'(h)$, with $n'(h)/n(h)=3h/(\Delta^2-h^2)$. Using $\int E^2(-f')dE=\pi^2(k_BT)^2/3$ in (10), one finds, when $zT\ll1$,

$$zT\approx P^2\frac{\pi^2}{3}\left(\frac{3hk_BT}{\Delta^2-h^2}\right)^2\to0. \tag{20}$$

So the limit $\Gamma\to0$ must be taken before $T\to0$. For $\Gamma=20$ neV, which is $10^{-4}\Delta$, and the gap held fixed, the values are:

| $T$ (K) | ideal $zT$ | $zT$ with broadening |
|---|---|---|
| 0.30 | 1.59 | 1.57 |
| 0.20 | 1.73 | 1.59 |
| 0.15 | 1.75 | 0.99 |
| 0.10 | 1.77 | 0.035 |
| 0.05 | 1.77 | 0.0021 |

At 0.05 K equation (20) gives $0.0020$. Among these five temperatures the broadened junction does best at 0.20 K.

### Spin mixing

Spin-orbit scattering in S lets density of one spin appear at the edge of the other. If $N_z=rN_0$ at the upper edge, with $0<r<1$, then $M_1\approx rE_1M_0$, and the limiting value becomes $P^2r^2/(1-P^2r^2)$.

For a uniform diffusive film, put $\omega_\sigma=\Gamma-i(E+\sigma h)$. Integrating the Green function over $\xi$ gives its normal and pairing parts

$$g_\sigma=\frac{\tilde\omega_\sigma}{\sqrt{\tilde\omega_\sigma^2+\tilde\Delta_\sigma^2}},\qquad f_\sigma=\frac{\tilde\Delta_\sigma}{\sqrt{\tilde\omega_\sigma^2+\tilde\Delta_\sigma^2}}.$$

The root has positive real part. In the self-consistent Born approximation, scattering adds averaged Green functions to $\omega_\sigma$ and $\Delta$. Same-spin scattering multiplies both dressed quantities by one factor and cancels in their ratio. Mixing of strength $c$ leaves

$$\tilde\omega_\sigma=\omega_\sigma+c\,g_{-\sigma},\qquad \tilde\Delta_\sigma=\Delta+c\,f_{-\sigma},\qquad N_\sigma={\rm Re}\,g_\sigma. \tag{21}$$

At $h=0$ these equations keep $\tilde\omega/\tilde\Delta=\omega/\Delta$, so this scattering, which respects time reversal, leaves the density unchanged.

With $c=10$ µeV, or $0.05\Delta$, the same broadening and $\Delta$ held at 0.20 meV, $zT$ at 0.20 K falls from $1.59$ to $1.09$. In equation (12) this corresponds to a rise of $v$ from about $0.04$ to $0.23$, which is no longer small beside $1-P^2=0.36$.

### Andreev reflection

Below the gap an electron can return as a hole and transfer charge $2e$. For energy $x$ relative to the split gap, the decaying waves in S give the Andreev amplitude $a=(x-i\sqrt{\Delta^2-x^2})/\Delta=e^{-i\phi}$, with $\cos\phi=x/\Delta$. Summing repeated reflections between barrier and superconductor gives

$$r_A=\frac{t_+a\,t_-^*}{1-a^2r_+r_-^*}.$$

Here $t_\pm$ and $r_\pm$ are the barrier's transmission and reflection amplitudes. For a thin opaque barrier both reflection amplitudes tend to $-1$, so $r_+r_-^*\to1$, and $|1-e^{-2i\phi}|^2=4\sin^2\phi$. In a barrier of finite thickness the two spins can be reflected with different phases. If $r_+r_-^*\to e^{i\theta}$, then $\phi$ in this factor is replaced by $\phi-\theta/2$; that correction is left out here. At $E=0$, $|x|=h$, so $|r_A|^2=\tau_+\tau_-/[4(1-h^2/\Delta^2)]$.

Put $\tau_\pm=\tau(1\pm P)$. Two spins, each transferring $2e$, contribute $4|r_A|^2$ in units of $e^2/(2\pi\hbar)$, against $\tau_++\tau_-=2\tau$ in the normal state. Thus

$$\frac{G_A}{G_T}=\frac{\tau(1-P^2)}{2(1-h^2/\Delta^2)}. \tag{22}$$

For $\tau=10^{-5}$ this zero-energy value is $2.1\times10^{-6}$; with $\theta=0$, averaging over thermal energies at 0.20 K raises it to about $2.5\times10^{-6}$. The process adds to $G$ but, in linear response, not to $\alpha$ or $K$: the returning hole carries the excitation energy back to N. With this average the ideal $zT$ changes by less than 0.2%. Near the gap edges, however, even a small phase difference $\theta$ matters. For a sharp barrier with the same $\tau$ and $P$ it produces narrow resonances just inside the lower edges, which raise the thermal average to about $2.0\times10^{-5}$ and reduce the ideal $zT$ by about 1.3%. Disorder can return electrons repeatedly to the barrier and make $G_A$ much larger than this ballistic estimate; that enhancement is not calculated here. A subgap conductance of $1.5\times10^{-3}G_T$ would halve the ideal $zT$.

### Phonon heat loss

Suppose that N is an island of volume $\Omega$, whose electrons lose heat to phonons at $T$ according to the common model $\Sigma\Omega[(T+\Delta T)^5-T^5]$. Its linear conductance is $5\Sigma\Omega T^4$. With the rough value $\Sigma=2\times10^9$ W m$^{-3}$ K$^{-5}$ and $\Omega=1\ \mu{\rm m}\times1\ \mu{\rm m}\times20$ nm, it is $320$ fW/K.

The electronic value of $K/T$ is $350.7$ fW/K, and the open-circuit conductance is $128.7$ fW/K. Their difference, $222.0$ fW/K, is $\alpha^2/(GT)$. Adding the phonon loss to the denominator gives

$$zT=\frac{222.0}{128.7+320.0}=0.495.$$

For this island the neglected phonons reduce the ideal result by a factor of about $3.5$. The island also needs a second electrical contact to close the circuit, and any heat leaking through it is not counted here. With broadening, spin mixing, ballistic Andreev reflection and phonon loss together, $zT=0.31$.

### The gap and the real device

Thermal excitations also reduce $\Delta$. At finite temperature the factor $1/E_\xi$ in the gap equation is multiplied by $1-f(E_\xi-h)-f(E_\xi+h)$. Subtracting the zero-temperature equation, with gap $\Delta_0$, gives

$$\ln\frac{\Delta_0}{\Delta}=\int_0^\infty\frac{d\xi}{E_\xi}\left[f(E_\xi-h)+f(E_\xi+h)\right].$$

If $0.20$ meV is the zero-temperature gap, the relative reduction at 0.20 K is $3.5\times10^{-4}$, which is negligible here. Spin mixing of the strength used above, acting together with the splitting, lowers the gap at 0.20 K by about $0.7\%$ relative to its zero-temperature value without mixing. Nearly all of this is already present at 0.05 K, so it is not a thermal effect. It changes $zT$ by less than $0.01$.

In this model a zero-temperature gap of $0.20$ meV corresponds, at $h=0$, to a critical temperature of about 1.3 K, so 0.20 K lies well below it. A polarization of $0.8$ belongs to a good spin filter; ordinary ferromagnetic contacts are usually less polarized. The chosen $G_T$ is high for a spin-filter barrier of area 1 µm$^2$. Of the losses computed for this example, phonon loss lowers $zT$ the most. That order depends on the very small broadening chosen: with $\Gamma=10^{-2}\Delta$ instead of $10^{-4}\Delta$, broadening alone would lower $zT$ at 0.20 K to about $0.21$. If $G_T$ were ten times smaller with the same island, the electronic terms would fall tenfold and $zT$ would be $22.2/(12.9+320)=0.067$. At fixed temperature and polarization, a larger $G_T/\Omega$ therefore helps, provided that the subgap conductance stays far below the edge conductance $G$. The numerical output follows.

## Computed values

```
gap 0.20 meV, splitting h 0.08 meV, polarization 0.80
temperature 0.20 K, thermal energy 0.01723 meV
normal-state tunnel conductance 1.00 mS
lower edge gap-h 0.12 meV = 6.963 kT; 2h = 9.284 kT
h/gap 0.400; stability limit at T=0 0.7071
critical temperature at h=0 1.316 K
M0 4.16337e-03; M1 5.37484e-04 meV; M2 7.01459e-05 meV^2
G 4.1634 uS; alpha 0.4300 nA; K 0.07015 pW
thermopower 516.39 uV/K
edge estimate of thermopower 480.00 uV/K
open-circuit thermal conductance 128.687 fW/K
zT limit P^2/(1-P^2) 1.77778; ideal zT at 0.20 K 1.72545
v exact 0.010918; estimate 0.011346
v parts: thermal spread 0.010314, opposite-spin edge 0.001033
ideal zT at P=1, same temperature 91.591
maximum efficiency / Carnot 0.24554
temperature scan at fixed gap: T (K), ideal zT, zT with broadening
  0.30  1.58631  1.56974
  0.20  1.72545  1.58583
  0.15  1.75005  0.98949
  0.10  1.76531  0.03527
  0.05  1.77462  0.00206
lifetime broadening 20.0 neV: zT 1.5858
spin-orbit mixing energy 10.0 ueV = 0.050 gap
zT with broadening and spin mixing 1.0928
M1/(M0*(gap-h)): clean 1.0758, mixed 1.0074
mean channel transmission 1.0e-05
ballistic Andreev conductance / G_T 2.143e-06; zT 1.7230
subgap conductance / G_T that halves ideal zT 1.528e-03
electron-phonon coupling 2.0e+09 W m^-3 K^-5
N island volume 0.020 um^3
phonon heat conductance 320.00 fW/K
K/T 350.73 fW/K; zT with phonon loss 0.4949
relative thermal gap reduction 3.458e-04
zT with broadening, mixing, Andreev and phonon loss 0.3126
```
